# Downfolding an axial s orbital into a square-lattice d band

## Problem

Each site of a square lattice, with lattice constant 1, carries one \(d_{x^2-y^2}\) orbital and one s orbital that is symmetric about the axis normal to the plane. All orbitals are orthonormal. The d level is the zero of energy, and the only direct d–d hopping is \(-t\) between nearest neighbours. The s level lies at \(\Delta>0\), far above the d band, and has no dispersion. An s and a d orbital on neighbouring sites are coupled by an amplitude of magnitude \(t_{sd}\).

Hoppings are defined, with one sign convention for every lattice vector \(\mathbf R=(m,n)\), by

\[
E(\mathbf k)=\sum_{\mathbf R}h(\mathbf R)\,e^{i\mathbf k\cdot\mathbf R}. \tag{1}
\]

(a) Find the s–d coupling \(g(\mathbf k)\) between Bloch states.

(b) Eliminate the s orbital. Find the second-neighbour hopping \(h(1,1)\), the third-neighbour hopping \(h(2,0)\) and their ratio, to leading order in \(1/\Delta\).

(c) Find the first correction to this ratio for the true lower band.

(d) Evaluate the results for \(t=0.4\) eV, \(t_{sd}=0.5\) eV and \(\Delta=6\) eV, and judge what the model leaves out.

## Hints

1. Reflect the lattice in the line \(x=y\). How does each orbital change, and what does this imply for the bonds along \(x\) and \(y\), and for two orbitals on the same site?
2. Solve the second of the two Bloch equations for the s amplitude and insert it in the first. The energy stays on both sides.
3. A product of cosines belongs to diagonal neighbours, and a cosine of a doubled angle to sites two steps away along an axis.
4. For (c), solve for the energy by iteration. Before expanding a term, ask how it changes when \(\mathbf k\) is shifted by \((\pi,\pi)\).

## Solution

### (a) The coupling

Under the reflection \(x\leftrightarrow y\) the s orbital is unchanged and the d orbital changes sign. The Hamiltonian is invariant, so the on-site s–d element equals minus itself and vanishes. The same reflection turns a bond along \(x\) into one along \(y\), so their amplitudes are opposite: \(+t_{sd}\) for \(\pm\hat x\) and \(-t_{sd}\) for \(\pm\hat y\). The two directions \(\pm\hat x\) share one sign because both orbitals are even under inversion. Summing the four bonds with their Bloch phases gives

\[
g(\mathbf k)=t_{sd}\left(e^{ik_x}+e^{-ik_x}-e^{ik_y}-e^{-ik_y}\right)=V(c_x-c_y),\qquad V=2t_{sd}, \tag{2}
\]

with \(c_x=\cos k_x\) and \(c_y=\cos k_y\). The coupling vanishes on the diagonals \(k_x=\pm k_y\) and has its largest magnitude, \(2V\), at \((\pi,0)\) and \((0,\pi)\).

### (b) Elimination and the leading ratio

Let \(a(\mathbf k)=-2t(c_x+c_y)\) be the bare d band, and let \(\psi_d,\psi_s\) be the two amplitudes of a Bloch state. Then

\[
E\psi_d=a\psi_d+g\psi_s,\qquad E\psi_s=g\psi_d+\Delta\psi_s .
\]

The second equation gives \(\psi_s=g\psi_d/(E-\Delta)\) for \(E\ne\Delta\). Inserted in the first, it leaves

\[
E=a-\frac{g^2}{\Delta-E}. \tag{3}
\]

No approximation has been made so far. The price of removing an orbital is that the effective Hamiltonian on the right depends on \(E\). The minus sign is level repulsion: a state above the band pushes the band down.

Hold \(E\) fixed on the right. With \(\cos^2\theta=\tfrac12(1+\cos2\theta)\),

\[
(c_x-c_y)^2=c_x^2+c_y^2-2c_xc_y
=1+\tfrac12(\cos2k_x+\cos2k_y)-2c_xc_y. \tag{4}
\]

In equation (1) the four vectors \((\pm1,\pm1)\) contribute \(4h(1,1)c_xc_y\). The four vectors \((\pm2,0),(0,\pm2)\) contribute \(2h(2,0)(\cos2k_x+\cos2k_y)\). Multiplying (4) by \(-V^2/(\Delta-E)\) and matching coefficients,

\[
4h(1,1)=\frac{2V^2}{\Delta-E},\qquad 2h(2,0)=-\frac{V^2}{2(\Delta-E)} .
\]

With \(V^2=4t_{sd}^2\) these become

\[
h(1,1)=\frac{2t_{sd}^2}{\Delta-E},\qquad
h(2,0)=-\frac{t_{sd}^2}{\Delta-E}. \tag{5}
\]

The energy of the d band stays finite as \(\Delta\) grows, so to leading order \(\Delta-E\) may be replaced by \(\Delta\):

\[
h(1,1)\simeq\frac{2t_{sd}^2}{\Delta},\qquad h(2,0)\simeq-\frac{t_{sd}^2}{\Delta},\qquad
\frac{h(1,1)}{h(2,0)}\simeq-2. \tag{6}
\]

In the effective Hamiltonian at a fixed energy, equation (5), the ratio is \(-2\) without the last approximation, because both hoppings share one denominator.

Counting paths in real space shows where the factor and the sign come from. An electron goes from a d orbital to a neighbouring s orbital and on to another d orbital, with amplitude (first bond)(second bond)\(/(E-\Delta)\).

- To reach \((1,1)\) there are two paths, \(x\) then \(y\) or \(y\) then \(x\). Each has the bond product \(-t_{sd}^2\), and the negative denominator makes the sum positive.
- To reach \((2,0)\) there is one path, with bond product \(+t_{sd}^2\), so the hopping is negative.
- To return to the origin there are four paths, each with product \(+t_{sd}^2\). They shift the level by \(h_0=-4t_{sd}^2/(\Delta-E)\), which agrees with the constant in (4).

At \(\mathbf k=0\) the coupling vanishes, so these contributions must cancel. They do: \(h_0+4h(1,1)+4h(2,0)\) is proportional to \(-4+8-4=0\).

The sign of the ratio depends on the convention. If the band is written as

\[
-2t(c_x+c_y)+4t'c_xc_y-2t''(\cos2k_x+\cos2k_y),
\]

then \(t'=h(1,1)\) and \(t''=-h(2,0)\), and the same result reads \(t'/t''=+2\).

### (c) The first correction for the true band

The hoppings of the true lower band are the Fourier coefficients of the solution \(E(\mathbf k)\) of (3), in which \(E\) varies with \(\mathbf k\). Expand the denominator:

\[
E=a-\frac{g^2}{\Delta}\left(1+\frac{E}{\Delta}+\frac{E^2}{\Delta^2}+\dots\right).
\]

Insert \(E=a-g^2/\Delta+O(\Delta^{-2})\) on the right. The term with \(E/\Delta\) gives \(-g^2a/\Delta^2+g^4/\Delta^3\), and the term with \(E^2/\Delta^2\) gives \(-g^2a^2/\Delta^3\). Hence

\[
E=a-\frac{g^2}{\Delta}-\frac{g^2a}{\Delta^2}+\frac{g^4-g^2a^2}{\Delta^3}+O(\Delta^{-4}). \tag{7}
\]

**Even orders.** The shift \(\mathbf k\to\mathbf k+(\pi,\pi)\) reverses the signs of \(a\) and \(g\). It multiplies the harmonic of \((m,n)\) by \((-1)^{m+n}\). A term of order \(\Delta^{-p}\) is a product of \(p+1\) factors \(a\) or \(g\), since \(E\) is an energy. For even \(p\) it is therefore odd under the shift and feeds only hoppings with \(m+n\) odd. Neither \((1,1)\) nor \((2,0)\) is among them.

The second-order term illustrates this. Using \(c_x^2-c_y^2=\tfrac12(\cos2k_x-\cos2k_y)\),

\[
-\frac{g^2a}{\Delta^2}=\frac{2tV^2}{\Delta^2}(c_x-c_y)^2(c_x+c_y)
=\frac{tV^2}{\Delta^2}(c_x-c_y)(\cos2k_x-\cos2k_y).
\]

The coefficient of \(\cos2k_x\cos k_y\) is \(-tV^2/\Delta^2\). In (1) it is \(4h(2,1)\), so \(h(2,1)\simeq-tV^2/(4\Delta^2)\).

**The term with \(g^2a^2\).** The same identity gives

\[
g^2a^2=4t^2V^2(c_x^2-c_y^2)^2=t^2V^2(\cos2k_x-\cos2k_y)^2 .
\]

Multiplied out, this contains a constant, \(\cos4k_x\), \(\cos4k_y\) and \(\cos2k_x\cos2k_y\). It feeds the level and the hoppings \((4,0)\) and \((2,2)\), but not the two we want.

**The term with \(g^4\).** By the binomial theorem,

\[
(c_x-c_y)^4=c_x^4-4c_x^3c_y+6c_x^2c_y^2-4c_xc_y^3+c_y^4 .
\]

The needed identities are

\[
\cos^3\theta=\tfrac34\cos\theta+\tfrac14\cos3\theta,\qquad
\cos^4\theta=\tfrac38+\tfrac12\cos2\theta+\tfrac18\cos4\theta .
\]

The coefficient of \(c_xc_y\) is \(-4\cdot\tfrac34-4\cdot\tfrac34=-6\). The coefficient of \(\cos2k_x\) is \(\tfrac12\) from \(c_x^4\) plus \(6\cdot\tfrac14\) from \(6c_x^2c_y^2\), in total 2. The corrections are thus \(-6V^4/(4\Delta^3)\) for \(h(1,1)\) and \(2V^4/(2\Delta^3)\) for \(h(2,0)\):

\[
h(1,1)=\frac{V^2}{2\Delta}-\frac{3V^4}{2\Delta^3}+O(\Delta^{-5}),\qquad
h(2,0)=-\frac{V^2}{4\Delta}+\frac{V^4}{\Delta^3}+O(\Delta^{-5}). \tag{8}
\]

With \(\eta=V^2/\Delta^2\), the ratio is

\[
\frac{h(1,1)}{h(2,0)}=-2\,\frac{1-3\eta}{1-4\eta}+O(\Delta^{-4})
=-2\left(1+\frac{V^2}{\Delta^2}\right)+O(\Delta^{-4}). \tag{9}
\]

Both hoppings shrink in magnitude, the third-neighbour one by the larger fraction. The hopping \(t\) does not enter this correction. With \(t\) and \(V\) held fixed and \(\Delta\) raised to 80 eV, the lower band gives \((\text{ratio}+2)\Delta^2/V^2=-1.998\), against the limit \(-2\) from (9).

### (d) Numbers and the real case

Here \(V=1\) eV. The leading hoppings are

\[
h(1,1)=\frac{2(0.5)^2}{6}\ \text{eV}=83.3\ \text{meV},\qquad
h(2,0)=-\frac{(0.5)^2}{6}\ \text{eV}=-41.7\ \text{meV}.
\]

The third-order terms are \(-1.5/216\) eV \(=-6.9\) meV and \(+1/216\) eV \(=+4.6\) meV, which gives 76.4 and \(-37.0\) meV. The Fourier coefficients of the full lower band are 77.4 and \(-37.8\) meV, with ratio \(-2.048\). Equation (9) predicts \(-2(1+1/36)=-2.056\). The leading ratio is therefore good to about 2%, although the leading hoppings themselves are too large by 8% and 10% relative to the full-band values.

The leading order can be compared with the exact energy at \((\pi,0)\), where the coupling is largest. There we have \(a=0\) and \(g^2=4V^2=4\ \text{eV}^2\), and (3) becomes \(E^2-\Delta E-g^2=0\). Its lower root is

\[
E=3-\sqrt{9+4}=-0.606\ \text{eV},
\]

while the leading order gives \(-4/6=-0.667\) eV. The weight ratio of s to d in this state is \(g^2/(\Delta-E)^2=4/(6.606)^2=0.092\), so the s weight is \(0.092/1.092=0.084\).

For the Fermi surface it is better to set \(E=E_F\) in (3). Every point of the true lower band at \(E_F\) then satisfies the one-band equation. Conversely, a solution of that equation with \(E_F<\Delta\) belongs to the lower band, because the upper eigenvalue of the two-orbital matrix cannot lie below its diagonal element \(\Delta\). The one-band Fermi contour is thus the true one, with the ratio \(-2\). Away from \(E_F\) this Hamiltonian is approximate, except on the diagonals, where \(g=0\). Even on the contour only the position is exact: differentiating (3) shows that the one-band slope, and with it the Fermi velocity, exceeds the true one by the factor \(1+g^2/(\Delta-E_F)^2\), about 1.09 where the contour meets \(k_x=\pi\). For 0.16 holes per site, that is 0.84 electrons, \(E_F=-0.50\) eV. Equation (5) then gives \(0.5/6.5\) eV \(\approx77\) meV and \(-0.25/6.5\) eV \(\approx-38.5\) meV. These differ slightly from the full-band coefficients because the two Hamiltonians answer different questions: one reproduces the contour at \(E_F\), the other the whole band.

The parameters are round numbers in the rough regime of a hole-doped copper-oxide plane, where the axial orbital is mainly copper 4s. The model gives \(h(1,1)/t\approx0.19\); one-band descriptions of these materials use roughly 0.1 to 0.4. In the real plane the d-like band also contains oxygen p orbitals, which carry the coupling between copper sites. Eliminating them at a fixed energy gives effective values of \(t\), \(t_{sd}\) and \(\Delta\) that depend on this energy, together with an s dispersion. This mapping assumes that neighbouring oxygen orbitals are coupled only through the axial orbital. A ratio near \(-2\) can then be expected only of the Hamiltonian at a fixed energy, such as \(E_F\). A direct oxygen–oxygen hopping opens the path d–\(p_x\)–\(p_y\)–d, which to first order reaches \((1,1)\) but not \((2,0)\), and so moves even the fixed-energy ratio away from \(-2\). The p levels lie only a few eV below the band, so the Fourier coefficients of the full band can have a very different ratio, and equation (9) should not be applied to them. Within the present model, the ratio is also sensitive to the assumption that there is no other hopping between second or third neighbours. A trial direct hopping of only 10 meV to \((1,1)\), all else fixed, moves the full-band ratio from \(-2.05\) to \(-2.32\), a change of 13%.

Three further omissions can be sized.

- **A second plane.** Let two identical planes be joined by an s–s hopping of 0.3 eV. To first order, the even and odd states at \((\pi,0)\) split by twice this hopping times the s weight, \(2(0.3)(0.084)\) eV \(\approx50\) meV. Diagonalizing the two-plane model gives 50.5 meV, which is comparable with the in-plane hoppings found here.
- **Temperature.** At 300 K, \(k_BT=25.9\) meV. The bottom of the s band lies about \(250\,k_BT\) above \(E_F\), so its thermal occupation is negligible. The smearing of the d-band occupation is not small beside \(|h(2,0)|\).
- **Repulsion.** A rough on-site repulsion of 4 eV is 1.25 times the lower-band width of 3.2 eV. The hoppings are therefore parameters of the one-electron part of a correlated model, and the band alone does not describe the material.

## Variation 1: a coupling with s symmetry

Replace the d orbital by one that is even under \(x\leftrightarrow y\), keep the on-site coupling at zero, and give all four bonds the amplitude \(+t_{sd}\). What is the leading ratio?

**Solution.** The coupling is now \(V(c_x+c_y)\), and the cross term in (4) becomes \(+2c_xc_y\). Both paths to \((1,1)\) have the bond product \(+t_{sd}^2\), so \(h(1,1)=-2t_{sd}^2/\Delta\), while \(h(2,0)=-t_{sd}^2/\Delta\) is unchanged. The ratio is \(+2\). The factor 2 counts paths; the minus sign in (6) comes from the d symmetry.

## Variation 2: a dispersive s band

Let the s orbitals have a nearest-neighbour hopping \(-t_s\), so that the s level becomes \(\Delta+b\) with \(b=-2t_s(c_x+c_y)\). Does this alter equation (9)?

**Solution.** Equation (3) becomes \(E=a-g^2/(\Delta+b-E)\). Measure energy from the moving reference \(b\), with \(y=E-b\) and \(w=a-b\):

\[
y=w-\frac{g^2}{\Delta-y}.
\]

This is (3) with \(a\) replaced by \(w\). Its solution is (7) with the same replacement, and adding \(b\) back restores the first term, since \(b+w=a\):

\[
E=a-\frac{g^2}{\Delta}-\frac{g^2w}{\Delta^2}+\frac{g^4-g^2w^2}{\Delta^3}+O(\Delta^{-4}),\qquad
w=-2(t-t_s)(c_x+c_y).
\]

Because \(w\) has the same form as \(a\), the arguments of part (c) carry over. The term \(g^2w^2\) feeds neither \((1,1)\) nor \((2,0)\), and even orders feed only hoppings with \(m+n\) odd. Equations (8) and (9) stand, and \(t_s\) can change the ratio only at order \(\Delta^{-4}\). What does change at second order is \(h(2,1)\), which becomes \(-(t-t_s)V^2/(4\Delta^2)\).

For \(t_s=0.3\) eV and the other parameters as before, the full-band ratio moves from \(-2.0482\) to \(-2.0487\). The ratio is thus far less sensitive to this s dispersion than to the 10 meV of direct hopping considered in part (d). The numerical output below lists the values used in this sheet.

## Computed values

```
d-d nearest-neighbour hopping t: 0.40 eV
s-d bond amplitude t_sd: 0.50 eV
coupling V = 2 t_sd: 1.00 eV
s level Delta above d level: 6.00 eV
hole doping per site: 0.16
leading h(1,1): 83.33 meV
leading h(2,0): -41.67 meV
leading ratio h(1,1)/h(2,0): -2.000
leading on-site shift: -166.67 meV
ratio for s-like coupling cos kx + cos ky: 2.000
third-order h(1,1): 76.39 meV
third-order h(2,0): -37.04 meV
full-band h(1,1): 77.35 meV
full-band h(2,0): -37.76 meV
full-band ratio: -2.0482
V^2/Delta^2: 0.0278
ratio from -2(1 + V^2/Delta^2): -2.0556
(ratio + 2) Delta^2/V^2 at Delta = 80 eV: -1.9982
full-band h(2,1): -2.50 meV
leading h(2,1) = -t V^2/(4 Delta^2): -2.78 meV
Fermi energy from d level: -0.50 eV
h(1,1) eliminated at the Fermi energy: 77.0 meV
h(2,0) eliminated at the Fermi energy: -38.5 meV
antinode (pi,0) energy, two-band model: -0.6056 eV
antinode (pi,0) energy, leading order: -0.6667 eV
s weight of lower band at antinode: 0.0840
lower-band width: 3.20 eV
trial s-s hopping t_s: 0.30 eV
full-band ratio with trial t_s: -2.0487
trial direct d-d hopping to (1,1): 10.0 meV
full-band ratio with trial direct hopping: -2.317
trial s-s hopping between two planes: 0.30 eV
resulting antinode splitting of two planes: 50.5 meV
temperature: 300 K
thermal energy kT: 25.9 meV
(s-band bottom - Fermi energy)/kT: 251
rough on-site repulsion U: 4.0 eV
U / lower-band width: 1.25
```
